Why a grounded chamber wall is still bombarded by ions

**Q:** I am choosing a liner for an argon etching chamber. The wafer chuck can be biased, so I expect ions to strike it hard. The chamber wall is bolted to ground. It is at 0 V and nobody applies a voltage to it, so ions should merely drift there and arrive with thermal energy. Why worry about bombardment?

**A:** An ion is accelerated by an electric field, and the energy it gains is its charge times the difference in potential between two places. You have told me the potential at one place, the wall. What is it in the plasma?

**Q:** I took it to be zero as well. The plasma conducts, and it touches a grounded metal box.

**A:** Let us suppose that and see whether it can last. Take electrons with a Maxwellian velocity distribution and cold, singly charged positive ions. Let m and M be the electron and ion masses, e the elementary charge, and T the electron temperature in volts, so that eT is an energy. The density where the thin wall layer, the sheath, begins is n_s for both species.

Suppose the wall lies a voltage V below the sheath edge. An electron reaches it if its velocity v towards the wall satisfies mv²/2 > eV. The electron flux is therefore

Γ_e = n_s √(m/(2πeT)) ∫ v exp(−mv²/(2eT)) dv, from v = √(2eV/m) to ∞.

The integrand is the derivative of −(eT/m) exp(−mv²/(2eT)), so the integral equals (eT/m) exp(−V/T), and

Γ_e = n_s √(eT/(2πm)) exp(−V/T).

**Q:** And the ions? If they are cold, their flux should be tiny.

**A:** It would be if nothing pushed them. But a sheath with a steadily growing field cannot form unless ions enter it fast enough. Let φ be the drop in potential measured from the sheath edge, and u₀ the entry speed. Conservation of flux and energy gives n_i u = n_s u₀ and Mu²/2 = Mu₀²/2 + eφ. Hence, for small φ,

n_i = n_s [1 + 2eφ/(Mu₀²)]^(−1/2) ≈ n_s [1 − eφ/(Mu₀²)].

The electrons are repelled and follow the Boltzmann relation,

n_e = n_s exp(−φ/T) ≈ n_s (1 − φ/T).

Since φ is a drop, Poisson's equation reads φ″ = e(n_i − n_e)/ε₀, so

φ″ ≈ (e n_s/ε₀) [1/T − e/(Mu₀²)] φ.

If the bracket is negative, φ oscillates in space instead of growing towards the wall. A sheath thus requires

u₀ ≥ u_B, where u_B = √(eT/M) is the Bohm speed.

At equality the linear terms cancel. With η = φ/T, the next terms are 3η²/2 for the ions and η²/2 for the electrons, so the net charge is still positive.

**Q:** That is a lower limit. What fixes the actual speed, and what gives the ions that speed in the first place?

**A:** A weak field in the plasma ahead of the sheath, the presheath. Take a neutral plasma of density n in which each electron ionizes at a rate ν and new ions start at rest. Then

(nu)′ = νn,

M n u u′ = e n E − M u ν n.

The last term appears because newborn ions dilute the mean velocity. Boltzmann electrons obey nE = −Tn′, so the second equation, divided by M, becomes

n u u′ + u_B² n′ + uνn = 0.

Continuity gives n′ = (νn − nu′)/u. Inserting this and multiplying by u/n,

u′(u² − u_B²) + ν(u_B² + u²) = 0,

u′ = ν (u_B² + u²)/(u_B² − u²).

The ions speed up from rest at the midplane, and the gradient diverges at u = u_B. There the assumption of neutrality must give way, and the sheath begins. In this model equality therefore holds, and the ion flux is

Γ_i = n_s u_B = n_s √(eT/M).

**Q:** Then put my assumption to the test: plasma and wall both at 0 V.

**A:** Set V = 0 and divide the fluxes, using u_B for the ions:

Γ_e/Γ_i = √(M/(2πm)).

For argon M/m = 72821. Dividing by 2π gives 11590, whose square root is 107.7. Electrons would leave about 108 times faster than ions. The plasma would be left with positive charge, and its potential would rise above the wall. The rise turns back electrons until the two fluxes agree.

**Q:** Must they agree at a metal wall? Metal can carry current away.

**A:** It can, but the current needs a return path. Suppose the wall is the only conductor touching the plasma, and the coil sits behind an insulating window that passes no steady current. In steady state the total current to the wall is then zero. If n_s and T are the same all along the wall, it is zero at each place as well. If they vary, currents may circulate through the metal from one part of the wall to another.

For the uniform case, call the balancing drop V_s:

n_s √(eT/(2πm)) exp(−V_s/T) = n_s √(eT/M).

The density and eT cancel, leaving exp(V_s/T) = √(M/(2πm)), so

V_s = (T/2) ln[M/(2πm)].

With the wall at 0 V, the sheath edge is at +V_s. An ion enters with Mu_B²/2 = eT/2 and gains eV_s if it does not collide in the sheath. Its impact energy is

W = e(V_s + T/2).

The thickness and shape of the sheath do not enter, because only the end points matter for energy.

**Q:** What does that come to in my chamber?

**A:** Take T = 3 V, an electron temperature of 3 eV, and n_s = 3.0 × 10¹⁰ cm⁻³. The logarithm of 107.7 is 4.679, so

V_s = 4.679 × 3 V = 14.04 V,

W = 14.04 eV + 1.50 eV = 15.54 eV = 2.489 × 10⁻¹⁸ J.

The Bohm speed is 2.692 km/s, and the ion flux is

Γ_i = 3.0 × 10¹⁰ cm⁻³ × 2.692 × 10⁵ cm/s = 8.08 × 10¹⁵ cm⁻² s⁻¹.

Multiplied by e, this is an ion current density of 1.294 mA/cm². The ions bring kinetic power of 1.294 mA/cm² × 15.54 V = 20.1 mW/cm². The thermal energy you expected, at 300 K, is a few hundredths of an eV.

**Q:** But a meter in the ground lead would show no current. I would have taken that as proof that no ions arrive.

**A:** It shows that the net current is zero. The ion current is there, cancelled by an equal electron current. For the same reason, a small isolated metal plate on the wall, facing the same plasma, would also settle at 0 V. Its condition is Γ_e = Γ_i too. At that place the ground connection alters neither the potential nor the bombardment.

**Q:** You matched a plasma formula to a sheath formula at an edge where both are doubtful. How much does that matter?

**A:** One can avoid the matching. Keep the ion equations and Boltzmann electrons, but use Poisson's equation throughout, from the midplane outwards, and place the wall where the electron and ion fluxes agree. No Bohm speed is then imposed.

To know what to expect, add u(nu)′ = uνn to n u u′ in the neutral-plasma equations. The result is (nu²)′ = −u_B² n′, so n(u² + u_B²) keeps its midplane value n₀u_B². At u = u_B this gives n_s = n₀/2, hence a presheath drop of T ln 2. The total drop for a thin sheath should be 4.679T + 0.693T = 5.372T.

With a Debye length, taken at the midplane density, equal to 0.003 of the length u_B/ν, the numerical solution gives 5.345T, a difference of 0.5% of the expected value. The space charge is 1.6% of the ion density where the ions reach u_B, and 58% where they reach 2u_B. Neutrality does fail in the region where the simple argument says it should.

**Q:** If the midplane is 5.345T above the wall, why not quote that as the ion energy?

**A:** Because ions are born everywhere, and most start below the midplane potential. Averaging the drop from birthplace to wall over all ions in that solution gives 5.201T, or 15.60 eV. The sheath formula gives 5.179T, or 15.54 eV. The two need not coincide exactly. For a very thin sheath the mean birthplace lies 0.122T below the midplane, so the average tends to 5.372T − 0.122T = 5.250T, about 1% above the formula. The bulk potential itself depends on the presheath: 14.04 V + 3 V × ln 2 = 16.12 V in the fluid model above, with ionization but no ion collisions along the way, or 15.54 V if ions fall freely from rest in the bulk. Both values leave out collisions in the presheath. For your numbers the ratio 0.003 means u_B/ν ≈ 17.5 mm and a plasma only about 1 cm from midplane to wall. In a chamber several centimetres across at a few mTorr, ions collide on the way, n_s/n₀ falls below 1/2, and the bulk potential is higher. The sheath drop V_s is not changed by this.

**Q:** So far the chuck has been idle. When I put −300 V on it, surely it drags the plasma down and draws the ions away from the wall.

**A:** Let the chuck have a fraction a of the total collecting area and a steady bias V_b relative to ground. Hold n_s and T fixed and equal at both surfaces. Let V′ be the new sheath drop at the grounded wall, so the drop at the chuck is V′ − V_b. The supply lets current flow between the two, so the sum must vanish:

(1 − a) Γ_e(V′) + a Γ_e(V′ − V_b) = Γ_i.

Divide by n_s √(eT/(2πm)). The right side becomes √(2πm/M), which is exp(−V_s/T). On the left, exp(−V′/T) is a common factor:

exp(−V′/T) [(1 − a) + a exp(V_b/T)] = exp(−V_s/T).

Taking logarithms,

V′ = V_s + T ln[(1 − a) + a exp(V_b/T)].

At V_b = 0 this returns V_s. For a = 0.10 and V_b = −300 V the exponential is negligible, and

V′ = 14.04 V + 3 V × ln 0.90 = 13.72 V.

The grounded wall is still hit at 15.22 eV. An ion that does not collide on the way strikes the chuck with about 315 eV, but the plasma has moved by only 0.32 V. With the chuck refusing electrons, the wall must collect them all, and a slightly smaller barrier is enough for that. This result is for a steady voltage on a bare metal chuck. Under an insulating wafer the bias is usually applied at radio frequency, and at the peak of each cycle the wafer surface may rise above ground and lift the plasma with it.

**Q:** Then a positive bias should spare the chuck and leave the wall as it was.

**A:** Put in V_b = +30 V. Now exp(10) = 22026, the bracket is 0.90 + 2202.6 = 2203.5, and its logarithm is 7.698:

V′ = 14.04 V + 3 V × 7.698 = 37.13 V.

The ions strike the grounded wall with 38.63 eV. The plasma has to stay above the chuck, or the chuck would drain its electrons, so the voltage you applied to the chuck appears mostly at the wall. The wall has stayed at 0 V in both cases.

**Q:** Could a tiny positive probe lift the whole plasma like that?

**A:** No. The formula assumes that each surface repels electrons. For a large positive bias the bracket is close to a exp(V_b/T), so V′ − V_b ≈ V_s + T ln a. This is positive only if a > exp(−V_s/T) = √(2πm/M), which is 0.93% for argon. With the density held at n_s, a smaller electrode cannot collect enough electrons even with no barrier, and a different solution is needed. The figure is rough: an electrode without a barrier has no ion presheath and faces a higher density, up to n₀ = 2n_s, which would halve the limit. A probe below the limit still draws its full electron current and can raise the plasma somewhat, but the plasma no longer follows its voltage.

The same limit applies to your wall when the other electrode is strongly negative. If the grounded share of the area falls below 0.93%, the wall can no longer sit below the plasma in this model. That is one way for the bombardment we calculated to disappear.

**Q:** Are there others?

**A:** V_s is proportional to T, so it fades when the electrons cool after the power is switched off. The mobile negative charges must also be light. In a plasma of positive and negative ions with equal masses and temperatures and no free electrons, both signs reach an unbiased wall equally fast, and symmetry leaves no reason for a positive plasma potential.

**Q:** My coil runs at 13.56 MHz. Does it matter if some of that voltage couples into the plasma?

**A:** Yes. Let the drop at the wall be V₀ + V₁ cos θ, with θ the phase. Assume that the mean current to the wall is zero, as when the driven parts are isolated by capacitors, and hold the ion flux fixed. The steady sheath is 0.78 mm thick, a distance covered in about 0.7 ns at the mean electron speed of 1159 km/s. This time scale is far shorter than the period of 74 ns, so electrons respond to the momentary drop. Their mean flux contains

⟨exp[−(V₀ + V₁ cos θ)/T]⟩ = exp(−V₀/T) I₀(V₁/T),

where I₀(z) is the average of exp(−z cos θ) over a period, a modified Bessel function. Equating this to exp(−V_s/T) gives

V₀ = V_s + T ln I₀(V₁/T).

For small z, expanding the exponential and using ⟨cos θ⟩ = 0 and ⟨cos² θ⟩ = 1/2 gives I₀ ≈ 1 + z²/4, so the rise is about V₁²/(4T). It is positive because electrons gain more in the low part of the cycle than they lose in the high part, and a larger mean barrier must compensate.

For V₁ = 10 V the small-z form is too crude. The full expression gives a rise of 5.58 V and a mean drop of 19.61 V. The lowest momentary drop is 9.61 V, so the sheath repels electrons throughout. The ion plasma frequency at the sheath edge is 5.76 MHz, less than half the drive frequency, so the ions follow the oscillation only in part. Their energies spread, and I have not calculated that spread.

**Q:** How far should I trust 15.5 eV for the steady case in a real chamber?

**A:** The inputs are rough but typical for a low-pressure argon inductive discharge: a few eV, a few mTorr, and densities from about 10¹⁰ to 10¹² cm⁻³. Of the corrections I can estimate, the largest, for the values chosen below, comes from the assumption of a Maxwellian tail. Electrons above roughly 11.5 eV can excite argon, which depletes them, and they are the ones that must climb the barrier.

To size this, keep T = 3 V below K₁ = 11.5 eV and choose a colder tail, T_t = 2 V, above it. Let f be the density of electrons in velocity space, isotropic and so a function of the kinetic energy K (in eV) alone. An electron of speed v moving at angle α to the wall normal crosses a barrier V if K cos²α > V. Integrating v cos α over these directions gives a factor proportional to v(1 − V/K). The speeds contribute v² dv, and v³ dv is proportional to K dK, so the flux is proportional to ∫(K − V) f dK from K = V upwards. A Maxwellian yields T² exp(−V/T). If V exceeds K₁, the cold tail yields T_t² exp[−K₁/T − (V − K₁)/T_t]. Leaving the bulk normalization unchanged, the balance requires this to equal T² exp(−V_s/T), so

(V − K₁)/T_t = V_s/T − K₁/T + 2 ln(T_t/T) = 4.679 − 3.833 − 0.811 = 0.035.

Thus V = 11.57 V, which is indeed above K₁. The drop is lower by 2.47 V, about 18% of the Maxwellian value, and the impact energy becomes 13.07 eV.

**Q:** And collisions, or electrons knocked out of the wall?

**A:** Both are smaller for these numbers. At 5 mTorr and 300 K, a rough cross-section of 10⁻¹⁸ m² gives a free path of 6.2 mm. This is close to the total ion–atom value; charge exchange alone is nearer 4 × 10⁻¹⁹ m², so the estimate is generous. The sheath, counted from where the potential has dropped by 0.1T, is 0.78 mm thick, so an ion makes about 0.1 collisions in it. Count each such collision as a charge exchange, which removes the energy the ion carries at that point. To first order the mean loss is then 0.61 eV, a figure that depends somewhat on where the sheath is taken to begin. At much higher pressure this estimate fails, and the impact energy falls well below e(V_s + T/2).

If each ion releases 0.1 electron from the wall, the arriving electron flux must be 1.1Γ_i. The barrier then changes by −T ln 1.1 = −0.29 V. None of these corrections, at the sizes taken here, brings the energy near the thermal value.

**Q:** Then my liner question has to be asked differently. I should ask how far the plasma is above the wall.

**A:** Yes, and what else touches the plasma. In the steady case the midplane potential sets an upper limit to the energy an ion can gain: ions that are born nearer the wall, or collide on the way, arrive with less. Sputtering thresholds for argon on common metals are roughly 10 to 40 eV, depending on the metal. The 15 eV at the grounded wall is near or below most of them. The 39 eV produced by a +30 V chuck is above most of them, with the wall still at ground. That case needs a bare conducting wall that can return direct current. An insulating liner, such as anodized aluminium, a ceramic or quartz, passes no steady current: its surface floats V_s below the plasma whatever the steady chuck bias, and the thresholds for metals do not apply to it. The numerical output below lists the values for both cases.

Calculated quantities

```
INPUTS (argon, rough typical values)
electron temperature: 3.0 eV
sheath-edge density: 3.0e+10 cm^-3
pressure: 5.0 mTorr; gas: 300 K
ion/electron mass ratio: 72821
GROUNDED WALL, NO APPLIED VOLTAGE
Bohm speed: 2.692 km/s
mean electron speed: 1159 km/s
electron/ion flux ratio at zero drop: 107.7
sheath drop V_s: 14.04 V = 4.679 T
V_s from direct flux balance: 14.04 V
bulk potential, free-fall presheath: 15.54 V
bulk potential, ionizing presheath: 16.12 V
ion impact energy: 15.54 eV = 5.179 T
ion impact energy: 2.489e-18 J
ion flux: 8.08e+15 cm^-2 s^-1
ion current density: 1.294 mA/cm2
kinetic power density: 20.1 mW/cm2
FULL DISCHARGE MODEL (Debye length 0.003 of ionization length)
midplane-to-wall drop: 5.345 T, coarse 5.308 T
limit for a thin sheath: 5.372 T
wall flux / (midplane density x Bohm speed): 0.514
mean ion energy gain: 5.201 T = 15.60 eV
charge imbalance at Bohm speed: 1.6 %
charge imbalance at twice Bohm speed: 58.0 %
SECOND ELECTRODE
its share of the total area: 0.10
bias -300 V: wall drop 13.72 V, ions 15.22 eV
bias +30 V: wall drop 37.13 V, ions 38.63 eV
least grounded area share: 0.93 %
OSCILLATING PLASMA POTENTIAL
amplitude: 10 V at 13.56 MHz
mean sheath drop: 19.61 V, rise 5.58 V
lowest instantaneous drop: 9.61 V
ion plasma frequency: 5.76 MHz
NEGLECTED EFFECTS
Debye length at sheath edge: 74.3 um
sheath thickness from 0.1 T drop: 0.78 mm
charge-exchange cross-section (rough): 1e-18 m2
ion free path: 6.2 mm
mean collisions in sheath: 0.125
mean energy lost by charge exchange: 0.61 eV
emission yield 0.1: V_s shifts -0.29 V
tail 2.0 eV above 11.5 eV: V_s = 11.57 V
shift from depleted tail: -2.47 V
impact energy with depleted tail: 13.07 eV
```
